# Position-independent avalanche gain for equal electron and hole ionization coefficients

## The question

Light or leakage creates electron–hole pairs at different depths of a reverse-biased junction. A pair born near one edge sends its electron through almost the whole high-field region, while its hole leaves at once. A pair born near the other edge does the reverse. The field, and with it the ionization rate, may vary strongly between the edges, so one would expect the gain to depend on where the pair starts. For equal local electron and hole coefficients it does not.

Let the depleted region occupy $0\le x\le W$, with electrons drifting towards $+x$ and holes towards $-x$. The field points towards $-x$, and $F(x)$ denotes its magnitude. In a path element $dx$ an electron ionizes with probability $\alpha(x)\,dx$ and a hole with probability $\beta(x)\,dx$, independently of their past and of other carriers. Both coefficients are non-negative and integrable. The field is fixed, carriers never reverse direction, and there is no recombination, trapping or re-injection at the edges.

The gain $M(x)$ is the mean number of pairs, the primary included, descending from one pair created at $x$. With

$$
\alpha(x)=\beta(x)=g(x),\qquad G=\int_0^W g(x)\,dx ,
$$

the result is

$$
M(x)=\frac{1}{1-G}\quad\text{for every }x,\qquad 0\le G<1. \tag{1}
$$

If $G\ge1$, the mean is infinite for every $x$. No uniformity of $g$ is needed.

## Why counting pairs gives the collected charge

Model the depletion edges as parallel plates at fixed voltage, with uniform permittivity. By linearity, the charge induced by a moving carrier can be found with both plates grounded. A sheet of charge $q$ at $x$ induces $q_L$ on the left plate and $q_R$ on the right. The field vanishes outside, so $q_L+q_R=-q$. The fields on the two sides of the sheet are proportional to $q_L$ and to $q_L+q=-q_R$. Zero total potential difference requires

$$
q_Lx-q_R(W-x)=0,
$$

and therefore $q_R=-qx/W$. A displacement $dx$ drives a charge of magnitude $|q|\,|dx|/W$ through the circuit.

The electron of a pair travels $W-x$ and the hole travels $x$. Their charges and directions are both opposite, so their currents add:

$$
e\frac{W-x}{W}+e\frac{x}{W}=e .
$$

Every pair delivers one elementary charge wherever it is born. The mean charge per primary is $eM$.

## Proof by generations

An ionizing carrier survives and continues its drift; the event adds one new pair. Call that pair a direct offspring of the pair to which the ionizing carrier belongs. The electron of a pair at $x$ crosses each element between $x$ and $W$ once, and the hole crosses each element between $0$ and $x$ once. Adding the expected events gives the mean number of direct offspring,

$$
m(x)=\int_x^W\alpha(x')\,dx'+\int_0^x\beta(x')\,dx'. \tag{2}
$$

For equal coefficients the two integrals join:

$$
m(x)=\int_x^W g\,dx'+\int_0^x g\,dx'=G .
$$

Moving the primary transfers a piece of path from one carrier to the other. Since both ionize equally at each point of that piece, the total is unchanged.

Let $\mu_n(x)$ be the mean size of generation $n$, with $\mu_0=1$ for the primary. Each direct offspring at $x'$ starts its own tree, whose generation $n$ belongs to generation $n+1$ of the original tree. Hence

$$
\mu_{n+1}(x)=\int_x^W\alpha\mu_n\,dx'+\int_0^x\beta\mu_n\,dx'. \tag{3}
$$

Suppose that $\mu_n=G^n$ at every position, which holds for $n=0$. With equal coefficients, (3) gives $\mu_{n+1}=G^n\,m(x)=G^{n+1}$. By induction this holds for all $n$. All terms are non-negative, so the expectation of the total is the sum of the expectations:

$$
M=\sum_{n=0}^{\infty}G^n .
$$

This is $1/(1-G)$ for $G<1$. For $G\ge1$ every term is at least one and the sum diverges, which proves the statement.

For small $G$, $M\simeq1+G$: most of the extra charge comes from direct offspring. Near breakdown, errors are amplified. From $dM/dG=(1-G)^{-2}=M^2$,

$$
\frac{\delta M}{M}\simeq M\,\delta G=(M-1)\frac{\delta G}{G}, \tag{4}
$$

where the last step uses $MG=M-1$. At a gain of 100, a relative error of 0.1% in $G$ already changes $M$ by about 10%.

If primaries are generated with any profile $s(x)$, the total is $\int sM\,dx=M\int s\,dx$. The multiplied current is then $M$ times the primary current, and the absorption profile need not be known.

## Unequal coefficients and the converse

Summing (3) over generations gives, for a bounded mean gain,

$$
M(x)=1+\int_x^W\alpha M\,dx'+\int_0^x\beta M\,dx'. \tag{5}
$$

Differentiate with respect to $x$. The lower limit of the first integral contributes $-\alpha M$ and the upper limit of the second contributes $+\beta M$, so almost everywhere

$$
M'(x)=[\beta(x)-\alpha(x)]M(x). \tag{6}
$$

If $M$ is constant, the left side is zero. Since $M\ge1$, it follows that $\alpha=\beta$ almost everywhere. Equality is therefore necessary as well as sufficient for a constant finite gain.

To solve (6), define $\varphi(x)=\int_0^x(\alpha-\beta)\,dx'$. Then $(Me^{\varphi})'=0$ and $M(x)=M(0)e^{-\varphi(x)}$. Equation (5) at $x=0$ reads

$$
M(0)=1+M(0)\int_0^W\alpha e^{-\varphi}\,dx ,
$$

so that

$$
M(x)=\frac{e^{-\varphi(x)}}{D},\qquad D=1-\int_0^W\alpha e^{-\varphi}\,dx. \tag{7}
$$

If $D\le0$, no positive bounded solution exists. If $D>0$, (7) is a positive solution $M_*\ge1$ of (5). The partial sum $S_0=1$ does not exceed $M_*$. If $S_n\le M_*$, inserting $S_n$ on the right of (5) gives $S_{n+1}\le M_*$. The partial sums thus converge to a bounded solution, and the derivation of (7) allows one such solution. For equal coefficients $\varphi=0$ and $D=1-G$, in agreement with (1).

An implementation must test $D>0$, or $G<1$ in the equal case, before returning a gain. Above threshold the algebra still yields a number, but it is negative and is not a mean pair count.

Equation (7) also gives a measure of the position dependence:

$$
\frac{M_{\max}}{M_{\min}}=\exp(\varphi_{\max}-\varphi_{\min}). \tag{8}
$$

What counts is the accumulated difference of the coefficients. A large ratio $\alpha/\beta$ where both are tiny does little harm. Conversely, if $\alpha-\beta$ changes sign and integrates to zero, the two edges have equal gain while interior points can differ.

## The distribution and its noise

Equal coefficients make more than the mean independent of position. Independent events with probability $g\,dx$ form a Poisson process. The electron supplies this process on $(x,W)$ and the hole on $(0,x)$. Together they supply it on the whole region, with the same intensity for every $x$. The number of direct offspring is Poisson with mean $G$, and each offspring repeats the same law.

Let $N$ be the total number of pairs and $H(s)=\langle s^N\rangle$. The primary contributes a factor $s$, and each direct offspring a factor $H$. Averaging $H^K$ over a Poisson number $K$ gives

$$
H=s\,e^{G(H-1)}. \tag{9}
$$

The probability $P(n)$ is the coefficient of $s^n$. Write it as a contour integral around zero, integrate by parts, and use $h=H(s)$ as the variable, with $s=he^{-G(h-1)}$:

$$
P(n)=\frac1{2\pi i n}\oint\frac{H'(s)}{s^n}\,ds
=\frac1{2\pi i n}\oint\frac{e^{nG(h-1)}}{h^n}\,dh .
$$

The change of variable is allowed because $ds/dh=e^G\ne0$ at $h=0$. The integral selects the coefficient of $h^{n-1}$ in $e^{nG(h-1)}$, so

$$
P(n)=\frac{e^{-Gn}(Gn)^{n-1}}{n!},\qquad n=1,2,\ldots \tag{10}
$$

For the noise, take the logarithm of (9) and differentiate twice:

$$
\frac{H'}H=\frac1s+GH',\qquad
\frac{H''}H-\frac{H'^2}{H^2}=-\frac1{s^2}+GH'' .
$$

For $G<1$ the finite mean ensures that $N$ is finite with probability one, so $H\to1$ as $s\to1$ from below. The first equation returns $M=1+GM$. The second gives $(1-G)H''(1)=M^2-1$, or $H''(1)=M^3-M$. Since $H''(1)=\langle N(N-1)\rangle$,

$$
\langle N^2\rangle=M^3,\qquad
\frac{\langle N^2\rangle}{\langle N\rangle^2}=M. \tag{11}
$$

The excess noise factor equals the mean gain. Uniform gain over depth does not mean a uniform response from one primary to the next.

## A junction near avalanche

Take a one-sided silicon p⁺n junction with its p⁺ edge at $x=0$, doping $N_D=10^{17}$ cm⁻³, relative permittivity 11.7 and peak field $F_p=0.60$ MV/cm. These are rough typical values for a highly doped silicon junction close to avalanche. Gauss's law, $dF/dx=-eN_D/\varepsilon$, gives

$$
F(x)=F_p\left(1-\frac xW\right),\qquad W=\frac{\varepsilon F_p}{eN_D}=388\ \text{nm}.
$$

The total potential drop is $F_pW/2=11.6$ V, which includes the built-in potential.

The common coefficient is modelled as $g=Ae^{-b/F}$ with $A=70$ µm⁻¹ and $b=1.40$ MV/cm. Put $u=1-x/W$, then $u=1/t$:

$$
G=AW\int_0^1e^{-b/(F_pu)}\,du
=AW\int_1^\infty\frac{e^{-(b/F_p)t}}{t^2}\,dt
=AW\,E_2(b/F_p). \tag{12}
$$

Here $AW=27.2$ and $b/F_p=2.33$, which give $G=0.664$ and

$$
M=\frac1{1-0.66381}=2.97 .
$$

The large-argument form $E_2(z)\simeq e^{-z}/z$ must not be used here. It would give $G\simeq27.2\times0.0416=1.13$ and predict breakdown where the full integral gives a gain of three.

The exchange between the carriers is visible in their direct-offspring means:

| Start $x$ (nm) | $g(x)$ (µm⁻¹) | Electron | Hole |
|---:|---:|---:|---:|
| 0 | 6.79 | 0.664 | 0 |
| 50 | 4.81 | 0.375 | 0.289 |
| 150 | 1.56 | 0.067 | 0.597 |

The local coefficient falls more than fourfold over these positions, while the sum of the last two columns stays at 0.664 within rounding.

An independent calculation follows free flights instead of counting all offspring of a path. Let $e_p(x)$ and $h_p(x)$ be the mean numbers of pairs eventually created by a fresh electron or hole. The first ionization of an electron leaves one new pair on the count, two electrons and one hole:

$$
e_p(x)=\int_x^W\alpha(x')e^{-\int_x^{x'}\alpha\,dy}
[1+2e_p(x')+h_p(x')]\,dx'. \tag{13}
$$

The hole equation has $\beta$, the path from $x$ down to $0$, and the bracket $1+e_p+2h_p$. Then $M=1+e_p+h_p$. Solved on 400 cells, these equations give 2.9746 at every cell to the digits shown, against 2.9745 from (1). A test with an irregular coefficient,

$$
g\propto1+0.9\sin(11y)+3e^{-[(y-0.7)/0.05]^2},\qquad y=x/W,
$$

scaled to $G=0.80$, gives 5.0001 throughout; the formula gives 5.

A simulation of 200,000 primaries from each starting point gives mean gains of 2.967, 2.961 and 2.974 at 0, 50 and 150 nm, each with a standard error of 0.009. The noise factors are 2.96, 2.93 and 2.98, consistent with (11). From (10), $P(1)=e^{-G}=0.515$: more than half of the primaries do not multiply at all, and the others supply about 83% of the mean.

At fixed doping, $W$ grows in proportion to $F_p$. Setting (12) equal to one gives breakdown at a peak field of 0.668 MV/cm and a total drop of 14.4 V. In the free-flight calculation, the largest growth factor per ionization step is 0.917, 1.000 and 1.084 at 0.97, 1.00 and 1.03 times this field. It passes through one where $G$ does.

## What a real junction changes

**Unequal coefficients.** In silicon electrons ionize more readily than holes, so the common coefficient is a deliberate idealization. Keep $A$ and the field, but use critical fields of 1.20 MV/cm for electrons and 1.70 MV/cm for holes, again as rough values. The accumulated difference is $\varphi(W)=0.6645$. The gain falls from 4.16 at $x=0$ to 2.14 at $x=W$, a ratio $e^{0.6645}=1.94$. Relative to the common gain of 2.97, these are changes of +40% and −28%. The free-flight calculation agrees with (7) to within 0.2% at every cell. In 4H-SiC with the field along the $c$ axis, holes are generally the stronger ionizers, and for $\beta>\alpha$ equation (6) reverses the slope.

**Dead space.** A newly created carrier, or one that has just ionized, must gain energy before it can ionize; both are taken to start from zero kinetic energy. For equal parabolic masses and a direct gap, the threshold is lowest when the three final carriers share the momentum equally. Their total kinetic energy is then one third of the initial value $K$, so $K=E_g+K/3$ and $K=\tfrac32E_g$. For $E_g=1.12$ eV this is 1.68 eV, or a path of 28 nm at the peak field. The mean ionization distance there is 147 nm.

To keep that mean distance in a uniform field, the rate beyond the dead length $d$ is raised to $g_*=g/(1-gd)$. The free-flight equations then give gains between 1.61 and 2.19, which is 26% to 46% below the local result. They also depend on position although electrons and holes are treated alike: 1.87 near $x=0$, 1.70 at 50 nm and 2.19 near $W$. The size of the fall depends on the calibration. This $g_*$ keeps the mean flight length but not the multiplication rate: since each event leaves more than one inactive carrier, an electron-only avalanche at the peak field grows at only $0.86g$. With $g_*=g/(1-2gd)$ the gains lie between 1.78 and 2.58, or 13% to 40% below the local result.

The first flights account for the position dependence. If the primary carriers are active at once and only the secondaries have a dead space, the gain is about 2.2 from every starting point. An electron from $x=0$ spends its dead length in the strongest field. A hole from $W$ has gained 1.68 eV by $x\simeq240$ nm, before it reaches the strong field. A hole from 50 nm has a drop of only 2.8 V ahead of it and loses 1.68 V of this, while its partner electron also starts inactive in a strong field. Locality is thus a separate condition of the theorem, and a poor approximation in so thin a junction.

**Temperature.** Suppose that $A$ and $b$ are inversely proportional to a phonon-limited mean free path. Emission and absorption scale as $n+1$ and $n$, where $n$ is the phonon occupation, and their sum is $2n+1=\coth(\hbar\omega/2k_BT)$. For a 63 meV phonon, $A$ and $b$ rise by a factor 1.16 between 300 and 400 K. At the same field and width the common gain falls to 1.93, or by 35%. It remains independent of position, because both coefficients change together. The size of the fall rests on this simple scaling and should not be carried over to a real diode unchecked. The same scaling raises the total drop at breakdown from 14.4 to 16.6 V, or by about 15%. Silicon avalanche diodes of similar voltage typically show roughly 0.07 to 0.08% per kelvin, about half this rate, so the scaling probably overstates the effect.

**Tunnelling.** Take a two-band barrier with $\kappa^2=\kappa_m^2s(1-s)$, $s=E/E_g$ and $\kappa_m=\sqrt{2m^*E_g}/\hbar$. At constant field $F_p$, the WKB exponent is

$$
S=\frac{2E_g\kappa_m}{eF_p}\int_0^1\sqrt{s(1-s)}\,ds
=\frac{\pi E_g\kappa_m}{4eF_p}=35.55
$$

for $m^*=0.20$ electron masses. A transverse wavenumber $k$ adds $k^2$ to $\kappa^2$, and to leading order adds $ck^2$ to $S$, with $c=\pi E_g/(eF_p\kappa_m)$. Integrating $e^{-ck^2}$ over $d^2k/(2\pi)^2$ gives $1/(4\pi c)$. With two spins and an energy window $eV-E_g$, where $V$ is the total drop,

$$
J_t\simeq\frac{e}{\pi\hbar}(eV-E_g)\frac{e^{-S}}{4\pi c}
\simeq10^{-7}\ \text{A/cm}^2 .
$$

Within this two-band model the value is an overestimate, because it uses the peak field throughout. The exponent varies roughly as $1/F$, so only tunnelling paths that start within about $W/S\simeq11$ nm of the p⁺ edge contribute appreciably. This corresponds to an energy window of about 0.65 eV instead of the full $eV-E_g\simeq10.5$ eV, and lowers the current by more than a factor of ten. Silicon's indirect gap is also ignored. For $m^*=0.20$ even the larger value is only about $10^{-4}$ of a chosen primary current of 1 mA/cm². The estimate is exponentially sensitive to the mass: the peak-field formula gives $4\times10^{-6}$ A/cm² for $m^*=0.16$ and $2\times10^{-3}$ A/cm² for $m^*=0.10$. Trap-assisted tunnelling is not included.

**Space charge.** At that primary current and a rough drift velocity of $10^7$ cm/s, the multiplied carriers have a density of about $2\times10^{-8}$ of the doping. The fixed-field assumption is safe at this current.

Silicon junctions of this doping break down at roughly 0.6 MV/cm and somewhat above 10 V, against 0.668 MV/cm and 14.4 V in the model. The model is of the right order, but a real diode at the example field may already be close to breakdown, with a gain far above three. The value 2.97 is not a prediction for a particular diode, since unequal coefficients and dead space each move it by tens of per cent in the estimates above, and temperature changes it as well. Field crowding at a device edge adds another limit: if current paths do not mix, each has its own $G$, and the gain can vary from path to path even where it is constant along each one.

For implementation, integrate both coefficients over the actual field, check $D>0$, and evaluate (8). If the spread is acceptable and dead space is negligible, one gain can serve all depths. The ratios of the dead length to the mean ionization distance and to the width of the strong-field region must be compared with $1/M$, since small errors are amplified near breakdown, as (4) shows. The margin needed is large: in a uniform field with $g_*=g/(1-gd)$, a ratio $d/W=0.1/M$ still lowers the gain by 10% to 15% at $M=3$ and $M=10$. Otherwise use (7) for unequal local coefficients, or free-flight equations with a threshold when dead space matters. The numerical output below lists the main values used here.

## Table of computed values

```
Doping: 1.0e+17 cm^-3
Relative permittivity: 11.7
Peak field: 0.60 MV/cm
Coefficient prefactor A: 70.0 1/um
Common critical field b: 1.40 MV/cm
Depletion width W: 387.9 nm
Total junction potential drop: 11.64 V
Ionization integral G: 0.66381
Common mean gain M: 2.9745 pairs per primary
x=0 nm: g=6.788 1/um, electron share=0.6638, hole share=0.0000
x=50 nm: g=4.806 1/um, electron share=0.3745, hole share=0.2893
x=150 nm: g=1.559 1/um, electron share=0.0672, hole share=0.5966
Renewal gain, minimum over x: 2.9746
Renewal gain, maximum over x: 2.9746
Irregular coefficient, G: 0.80
Irregular coefficient, min gain: 5.0001
Irregular coefficient, max gain: 5.0001
Simulation x=0 nm: mean=2.967 +/- 0.009, noise factor=2.962
Simulation x=50 nm: mean=2.961 +/- 0.009, noise factor=2.925
Simulation x=150 nm: mean=2.974 +/- 0.009, noise factor=2.982
Simulation trials per position: 200000
Probability of no multiplication: 0.5149
Excess noise factor from distribution: 2.9745
Breakdown peak field: 0.6676 MV/cm
Breakdown total potential drop: 14.41 V
Flight growth factor at 0.97, 1.00, 1.03 of breakdown field: 0.9168, 1.0000, 1.0836
Unequal model, electron critical field: 1.20 MV/cm
Unequal model, hole critical field: 1.70 MV/cm
Unequal model, integral of alpha-beta: 0.6645
Unequal model, gain at x=0: 4.156
Unequal model, gain at x=W: 2.139
Unequal model, edge gain ratio: 1.944
Band gap: 1.12 eV
Ionization threshold: 1.68 eV
Dead length at peak field: 28.0 nm
Mean ionization distance at peak field: 147.3 nm
Dead-space gain near x=0: 1.871
Dead-space gain at x=50 nm: 1.696
Dead-space gain near x=W: 2.189
Dead-space gain, min and max over x: 1.611, 2.189
Phonon energy: 63 meV
Scattering scale, 400 K over 300 K: 1.1608
Common gain at 400 K, same field: 1.926
Tunnelling mass: 0.20 electron masses
Tunnelling exponent at peak field: 35.55
Tunnelling current estimate: 9.77e-08 A/cm2
Chosen primary current: 1.0e-03 A/cm2
Assumed drift velocity: 1.0e+07 cm/s
Mobile density over doping: 1.86e-08
```
